**Contact density of the Dirac 2p1/2 state**

For a one-electron ion with a small nucleus of finite size, the ratio of central densities is ρ(2p1/2)/ρ(2s1/2) = (3/16)(Zα)² at leading order, where Z is the nuclear charge and α the fine-structure constant. The program derives the coefficient symbolically by applying σ·p to the Cartesian p spinors, and asserts that the resulting lower spinor vanishes at the origin for all four 2p3/2 states. It then integrates the radial Dirac equations for a uniformly charged nuclear sphere and asserts that the density ratio departs from the leading law by a relative amount smaller than (Zα)² at Z = 10, 20 and 50. Further assertions cover the lower-component weights, the crossover radius at Z = 1, the point-nucleus exponents and the weak dependence of the ratio on nuclear radius. At Z = 50 the output gives a density ratio of 0.0271, against 0.0250 from the leading law. The finite-nucleus energy shifts of 2p1/2 and 2s1/2 also have the ratio 0.0271, and the program asserts that the two ratios agree within 3%. The 2p3/2 shift is zero to the five decimals printed in eV.

## Verification by program

```python
"""
Result under test: the Dirac 2p1/2 state has a nonzero density at the centre
of a finite nucleus, carried by its lower (small) component, with
    rho(2p1/2) / rho(2s1/2) = (3/16) (Z alpha)^2 [1 + O((Z alpha)^2)],
while the 2p3/2 density vanishes there.
Symbols (atomic units): Z nuclear charge, c = 1/alpha, zeta = Z alpha,
P and Q = r times the upper and lower radial functions, kappa = -1, +1, -2
for s1/2, p1/2, p3/2, e = energy without rest energy, R = nuclear radius.
The nucleus is a uniformly charged sphere; one electron is present.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from sympy.physics.hydrogen import R_nl
from sympy.physics.wigner import clebsch_gordan

C = 1.0 / const.fine_structure
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
KAPPA = {"2s1/2": -1, "2p1/2": 1, "2p3/2": -2}


def point_energy(Z, kappa):
    """Closed-form n = 2 energy for a point nucleus, and E/c^2."""
    gamma = math.sqrt(kappa**2 - (Z / C)**2)
    eps = 1 / math.sqrt(1 + (Z / C / (2 - abs(kappa) + gamma))**2)
    return C**2 * (eps - 1), eps


def integrate(Z, kappa, R, e, start, stop, y0, inside, dense=False):
    """Integrate P, Q and the running integrals of P^2+Q^2 and Q^2 in ln r."""
    def rhs(x, y):
        r = math.exp(x)
        V = -Z * (3 - (r / R)**2) / (2 * R) if inside else -Z / r
        w = (e - V) / C
        P, Q = y[0], y[1]
        return [-kappa * P + r * (2 * C + w) * Q,
                kappa * Q - r * w * P, r * (P * P + Q * Q), r * Q * Q]
    sol = solve_ivp(rhs, (math.log(start), math.log(stop)), y0,
                    method="DOP853", rtol=1e-13, atol=1e-40,
                    dense_output=dense)
    assert sol.success
    return sol


def solve_level(Z, kappa, R):
    """Find the n = 2 level by matching outward and inward solutions."""
    r0, r_match = 1e-4 * R, 4.0 / Z
    k = abs(kappa)

    def pieces(e, dense=False):
        w = (e + 1.5 * Z / R) / C
        if kappa > 0:
            P, Q = (2 * C + w) * r0 / (2 * k + 1), 1.0
        else:
            P, Q = 1.0, -w * r0 / (2 * k + 1)
        first = [P, Q, (P*P + Q*Q) * r0 / (2*k + 1), Q*Q * r0 / (2*k + 1)]
        surface = integrate(Z, kappa, R, e, r0, R, first, True).y[:, -1]
        outer = integrate(Z, kappa, R, e, R, r_match, surface, False, dense)
        lam = math.sqrt(-2 * e - (e / C)**2)
        q = -lam / (2 * C + e / C)
        tail = [1.0, q, -(1 + q*q) / (2*lam), -q*q / (2*lam)]
        inner = integrate(Z, kappa, R, e, 45 / lam, r_match, tail, False)
        return first, surface, outer, inner.y[:, -1]

    def mismatch(e):
        _, _, outer, b = pieces(e)
        a = outer.y[:, -1]
        return a[0] * b[1] - a[1] * b[0]

    e_point, _ = point_energy(Z, kappa)
    e = brentq(mismatch, 1.001 * e_point, 0.999 * e_point,
               xtol=1e-12, rtol=1e-14)
    first, surface, outer, b = pieces(e, dense=True)
    a = outer.y[:, -1]
    scale2 = (a[0] / b[0])**2
    norm = a[2] - scale2 * b[2]
    surf2 = surface[0]**2 + surface[1]**2
    return {"e": e, "shift": e - e_point,
            "centre": (first[0]**2 + first[1]**2) / (4*math.pi*r0**2*norm),
            "surface": surf2 / (4 * math.pi * R**2 * norm),
            "lower_share": surface[1]**2 / surf2,
            "lower_weight": (a[3] - scale2 * b[3]) / norm,
            "outer": outer.sol, "range": (math.log(R), math.log(r_match))}


# --- Lower spinor (sigma.p) phi / (2c) at the origin, in Cartesian form ---
x, y, z = sp.symbols("x y z", real=True)
s, t, Zs, cs = sp.symbols("s t Z c", positive=True)
half = sp.Rational(1, 2)
radius = sp.sqrt(x**2 + y**2 + z**2)
radial_over_r = sp.simplify(R_nl(2, 1, s, Zs) / s).subs(s, radius)
solid = {0: sp.sqrt(3 / (4 * sp.pi)) * z,
         1: -sp.sqrt(3 / (8 * sp.pi)) * (x + sp.I * y),
         -1: sp.sqrt(3 / (8 * sp.pi)) * (x - sp.I * y)}


def lower_density_at_origin(j, m, direction):
    phi = []
    for ms in (half, -half):
        ml = m - ms
        phi.append(clebsch_gordan(1, half, j, ml, ms, m) * solid[int(ml)]
                   * radial_over_r if abs(ml) <= 1 else sp.Integer(0))
    up, dn = phi
    low = [sp.diff(up, z) + sp.diff(dn, x) - sp.I * sp.diff(dn, y),
           sp.diff(up, x) + sp.I * sp.diff(up, y) - sp.diff(dn, z)]
    ray = dict(zip((x, y, z), [d * t for d in direction]))
    values = [sp.limit(sp.simplify(-sp.I * f.subs(ray) / (2 * cs)), t, 0)
              for f in low]
    return sp.simplify(sum(v * sp.conjugate(v) for v in values))


slope = sp.limit(R_nl(2, 1, s, Zs) / s, s, 0)
s_density = sp.simplify(R_nl(2, 0, s, Zs).subs(s, 0)**2 / (4 * sp.pi))
for direction in ((1, 2, 2), (2, -1, 2)):
    p_half = lower_density_at_origin(half, half, direction)
    assert sp.simplify(p_half - (3*slope/(2*cs))**2 / (4*sp.pi)) == 0
    for m in (3 * half, half, -half, -3 * half):
        assert lower_density_at_origin(3 * half, m, direction) == 0
coefficient = sp.simplify(p_half / s_density * cs**2 / Zs**2)
assert coefficient == sp.Rational(3, 16)

# --- Full Dirac solutions with a finite nucleus ---
Z_MAIN = 50
R_ANGSTROM = 5.0e-5
R_NUC = R_ANGSTROM / BOHR
zeta = Z_MAIN / C
levels = {name: solve_level(Z_MAIN, k, R_NUC) for name, k in KAPPA.items()}
S, PH, PT = (levels[name] for name in KAPPA)

scaling = []
for Z in (10, 20, Z_MAIN):
    if Z == Z_MAIN:
        ls, lp = S, PH
    else:
        ls, lp = solve_level(Z, -1, R_NUC), solve_level(Z, 1, R_NUC)
    ratio = lp["centre"] / ls["centre"]
    law = float(coefficient) * (Z / C)**2
    assert abs(ratio / law - 1) < (Z / C)**2
    scaling.append((Z, ratio, law))
main_ratio = scaling[-1][1]

# Lower-component weight against the point-nucleus relation (1 - E/c^2)/2.
for name, k in KAPPA.items():
    expected = (1 - point_energy(Z_MAIN, k)[1]) / 2
    assert abs(levels[name]["lower_weight"] / expected - 1) < 1e-3

# Close to the nucleus the lower component dominates only for p1/2.
assert PH["lower_share"] > 0.9 and S["lower_share"] < 0.1
assert PT["surface"] < 1e-3 * PH["surface"]

# Energy shifts follow the densities at the nucleus.
shift_ratio = PH["shift"] / S["shift"]
assert S["shift"] > 0 and PH["shift"] > 0
assert abs(shift_ratio / main_ratio - 1) < 0.03
assert abs(PT["shift"]) < 0.01 * PH["shift"]

# Doubling the nuclear radius changes the density far more than the ratio.
S2, PH2 = (solve_level(Z_MAIN, k, 2 * R_NUC) for k in (-1, 1))
density_change = PH2["centre"] / PH["centre"] - 1
ratio_change = PH2["centre"] / S2["centre"] / main_ratio - 1
assert density_change < 0
assert abs(ratio_change) < 0.2 * abs(density_change)


# Radius at which upper and lower densities of 2p1/2 are equal.
def crossover(level):
    f = level["outer"]
    return math.exp(brentq(lambda q: f(q)[0] - f(q)[1], *level["range"]))


cross_light = crossover(solve_level(1, 1, R_NUC))
cross_main = crossover(PH)
cross_law = 3 / (2 * C)
assert abs(cross_light / cross_law - 1) < 0.03

# Point-nucleus exponents from the singular part of the radial equations.
exponents = {}
for name, k in KAPPA.items():
    power = max(np.linalg.eigvals(np.array([[-k, zeta], [-zeta, k]])).real)
    assert abs(power - math.sqrt(k * k - zeta**2)) < 1e-12
    exponents[name] = 2 * power - 2
assert exponents["2s1/2"] < 0 and exponents["2p1/2"] < 0
assert exponents["2p3/2"] > 0

print(f"Nuclear charge Z (model input): {Z_MAIN}")
print(f"Nuclear radius (model input): {R_ANGSTROM:.1e} angstrom")
print(f"Speed of light c: {C:.3f} atomic units")
print(f"Z alpha: {zeta:.4f}; squared: {zeta**2:.4f}")
print(f"Leading coefficient of density ratio: {coefficient}")
for name, lev in levels.items():
    print(f"{name} energy, finite nucleus: {lev['e']*HARTREE:.3f} eV")
    print(f"{name} |shift| from point nucleus: "
          f"{abs(lev['shift'])*HARTREE:.5f} eV")
    print(f"{name} density at nuclear surface: "
          f"{lev['surface']/BOHR**3:.4e} angstrom^-3")
    print(f"{name} lower share of surface density: "
          f"{100*lev['lower_share']:.2f} %")
    print(f"{name} lower weight in whole state: "
          f"{100*lev['lower_weight']:.3f} %")
    print(f"{name} point-nucleus density exponent: {exponents[name]:.4f}")
print(f"2s1/2 central density: {S['centre']/BOHR**3:.4e} angstrom^-3")
print(f"2p1/2 central density: {PH['centre']/BOHR**3:.4e} angstrom^-3")
for Z, ratio, law in scaling:
    print(f"Z={Z}: central density ratio p1/2 to s1/2: {ratio:.6f}; "
          f"leading law: {law:.6f}; excess: {100*(ratio/law-1):.2f} %")
print(f"Shift ratio 2p1/2 to 2s1/2, Z={Z_MAIN}: {shift_ratio:.5f}")
print(f"Radius doubled: 2p1/2 central density changes by "
      f"{100*density_change:.2f} %")
print(f"Radius doubled: density ratio changes by {100*ratio_change:.2f} %")
print(f"Crossover radius 3/(2c): {cross_law*BOHR:.5f} angstrom")
print(f"Crossover radius, Dirac, Z=1: {cross_light*BOHR:.5f} angstrom")
print(f"Crossover radius, Dirac, Z={Z_MAIN}: {cross_main*BOHR:.5f} angstrom")
print("every check passed")
```

Running it gives:

```
Nuclear charge Z (model input): 50
Nuclear radius (model input): 5.0e-05 angstrom
Speed of light c: 137.036 atomic units
Z alpha: 0.3649; squared: 0.1331
Leading coefficient of density ratio: 3/16
2s1/2 energy, finite nucleus: -8884.180 eV
2s1/2 |shift| from point nucleus: 0.19622 eV
2s1/2 density at nuclear surface: 7.8005e+04 angstrom^-3
2s1/2 lower share of surface density: 2.15 %
2s1/2 lower weight in whole state: 0.869 %
2s1/2 point-nucleus density exponent: -0.1379
2p1/2 energy, finite nucleus: -8884.371 eV
2p1/2 |shift| from point nucleus: 0.00531 eV
2p1/2 density at nuclear surface: 2.1198e+03 angstrom^-3
2p1/2 lower share of surface density: 97.60 %
2p1/2 lower weight in whole state: 0.869 %
2p1/2 point-nucleus density exponent: -0.1379
2p3/2 energy, finite nucleus: -8575.515 eV
2p3/2 |shift| from point nucleus: 0.00000 eV
2p3/2 density at nuclear surface: 9.8126e-02 angstrom^-3
2p3/2 lower share of surface density: 0.70 %
2p3/2 lower weight in whole state: 0.839 %
2p3/2 point-nucleus density exponent: 1.9329
2s1/2 central density: 8.2708e+04 angstrom^-3
2p1/2 central density: 2.2410e+03 angstrom^-3
Z=10: central density ratio p1/2 to s1/2: 0.001002; leading law: 0.000998; excess: 0.39 %
Z=20: central density ratio p1/2 to s1/2: 0.004049; leading law: 0.003994; excess: 1.37 %
Z=50: central density ratio p1/2 to s1/2: 0.027095; leading law: 0.024962; excess: 8.55 %
Shift ratio 2p1/2 to 2s1/2, Z=50: 0.02706
Radius doubled: 2p1/2 central density changes by -9.36 %
Radius doubled: density ratio changes by 0.60 %
Crossover radius 3/(2c): 0.00579 angstrom
Crossover radius, Dirac, Z=1: 0.00576 angstrom
Crossover radius, Dirac, Z=50: 0.00421 angstrom
every check passed
```
